# Columnar Percolation and the Weibull Slope of Dielectric Breakdown, part 2

Two neighbouring interconnect lines, a distance \(s\) apart and held at a constant voltage \(V\), fail when a conducting path crosses the dielectric between them. The question is what sets the spread of their lives, and how it depends on \(s\).

\(F(t)\) is the fraction failed by time \(t\), and \(H\) is the cumulative hazard. A Weibull law has \(H=(t/\eta)^{\beta}\), with scale \(\eta\) and slope \(\beta\). If the plot of \(\ln H\) against \(\ln t\) is curved, the local slope is used:

\[
\beta(t)=\frac{d\ln H}{d\ln t}
\]

The dielectric is divided into cubic cells of side \(a_0\), with \(n=s/a_0\) cells in each of \(N\) straight columns. Defects arise at random and independently, and a cell conducts once it holds at least one. Breakdown comes when the first column is complete. The time \(\tau\), at which a cell has received one defect on average, contains the dependence on field and temperature; \(\alpha\) is the growth exponent. The time \(t_F\) at which a fraction \(F\) has failed is

\[
t_F=\tau\left[-\ln\!\left(1-x^{1/n}\right)\right]^{1/\alpha},
\]

where \(x\) is the probability that a column is complete. For identical structures at fixed \(n\), the area rule is

\[
\frac{d\ln t_F}{d\ln N}=-\frac1\beta .
\]

For \(n\ge2\), straight columns obey \(\beta<n\alpha\).

The example has \(s=20\) nm, \(a_0=2\) nm, a facing length of 100 µm and a height of 40 nm, at 10 V (5 MV/cm) and 398 K. At 63.2 % failed, \(H=1\), the cell probability is \(\lambda=0.251\) and the mean number of defects per cell is \(u=0.289\). At one failure per million, \(\lambda=0.063\) and the life is 108 s; a straight line through the 63.2 % point with the local slope 3.45 would give 82 s.

## Growth with thickness, and what real dielectrics change

The column model has \(N\) columns of \(n\) cells, each cell of side \(a_0\). A cell has received \(u=(t/\tau)^\alpha\) defects on average and is defective with probability \(\lambda=1-e^{-u}\); a column is complete with probability \(x=\lambda^n\). The hazard \(H=-\ln(1-F)\) equals \(-N\ln(1-x)\), and its local slope on a Weibull plot is

\[
\beta=\alpha n\,\frac{g(\lambda)}{g(x)},\qquad
g(\lambda)=\frac{-(1-\lambda)\ln(1-\lambda)}{\lambda}.
\]

For sparse defects this reduces to \(\beta\approx n\alpha\). The example has \(n=10\), \(N=10^6\), \(\alpha=0.4\) and \(\tau=10^5\) s, with a 63.2 % life of 4500 s and a slope of 3.45 at that point.

The formula does not make it obvious that the slope always grows with \(n\). A thicker dielectric needs more defects in a column, which raises the factor \(n\). But it also fails at a higher defect density, where more defects are wasted, and this lowers \(g(\lambda)\). To decide which effect wins, compare dielectrics of different \(n\) at the same failed fraction \(F\), the same number of columns \(N\) and the same \(\alpha\). Then \(x=1-(1-F)^{1/N}\) is fixed, and so is \(g(x)\). The time scale \(\tau\) may differ from one thickness to another, since the slope at fixed \(F\) does not contain it.

Let \(L=\ln(1/x)\), a positive constant in this comparison. From \(x=\lambda^n\) we have \(n=L/(-\ln\lambda)\). Inserting this in the slope gives

\[
\beta=\frac{\alpha L}{g(x)}\,R(\lambda),\qquad
R(\lambda)=\frac{(1-\lambda)\ln(1-\lambda)}{\lambda\ln\lambda}.
\]

The two minus signs, one from \(n\) and one from \(g\), have cancelled. All dependence on thickness now sits in \(\lambda=x^{1/n}=e^{-L/n}\), which rises with \(n\). It remains to show that \(R\) rises with \(\lambda\) between 0 and 1. Its logarithm is

\[
\ln R=\ln(1-\lambda)+\ln[-\ln(1-\lambda)]-\ln\lambda-\ln[-\ln\lambda].
\]

Differentiating term by term,

\[
\frac{d\ln R}{d\lambda}=-\frac1{1-\lambda}+\frac{1}{(1-\lambda)[-\ln(1-\lambda)]}-\frac1\lambda+\frac{1}{\lambda[-\ln\lambda]} .
\]

The last term is positive because \(-\ln\lambda\) falls as \(\lambda\) rises, and its logarithm enters with a minus sign. Multiplication by the positive quantity \(\lambda(1-\lambda)\) turns the first and third terms into \(-\lambda-(1-\lambda)=-1\), so that

\[
\lambda(1-\lambda)\frac{d\ln R}{d\lambda}
=\frac{1-\lambda}{-\ln\lambda}+\frac{\lambda}{-\ln(1-\lambda)}-1 .
\]

The two fractions can be bounded from below. Put \(\lambda=e^{-2y}\) with \(y>0\). Then

\[
\frac{1-\lambda}{-\ln\lambda}=\frac{1-e^{-2y}}{2y}=e^{-y}\,\frac{\sinh y}{y}>e^{-y}=\sqrt\lambda ,
\]

because \(\sinh y>y\) for positive \(y\). The second fraction is the first with \(\lambda\) replaced by \(1-\lambda\), so it exceeds \(\sqrt{1-\lambda}\). The sum of the two roots is larger than 1, as its square shows:

\[
\left(\sqrt\lambda+\sqrt{1-\lambda}\right)^2=1+2\sqrt{\lambda(1-\lambda)}>1 .
\]

Hence \(d\ln R/d\lambda>0\), and the slope of the column model rises strictly with \(n\) at every fixed \(F\), \(N\) and \(\alpha\). The proof treats \(n\) as a continuous variable, and the whole numbers are included. Wasted defects slow the growth but cannot reverse it.

The pace of the growth has two regimes, separated by the size of \(n\) relative to \(L\). When \(n\ll L\), the cell probability \(\lambda=e^{-L/n}\) is small and \(g(\lambda)\approx1-\lambda/2\). If \(N\) is large and \(F\) moderate, \(g(x)\approx1\) as well, and at 63.2 % failed, where \(x\approx1/N\),

\[
\beta\approx n\alpha\left(1-\tfrac12N^{-1/n}\right).
\]

This is the linear regime. In the opposite case, \(n\gg L\), put \(\varepsilon=L/n\), so that \(\lambda=e^{-\varepsilon}\) is close to 1. Since \((1-\lambda)/\lambda=e^{\varepsilon}-1\),

\[
\beta=\frac{\alpha L}{g(x)}\;\frac{e^\varepsilon-1}{\varepsilon}\;\left[-\ln(1-e^{-\varepsilon})\right].
\]

As \(\varepsilon\to0\), the middle fraction tends to 1 and \(1-e^{-\varepsilon}\) tends to \(\varepsilon\), which leaves

\[
\beta\to\frac{\alpha L}{g(x)}\ln\frac{n}{L}.
\]

The growth has become logarithmic. In this regime nearly every cell is defective at failure. An average column then still has \(n(1-\lambda)\approx L\) empty cells, and breakdown comes when the first column has none left.

With \(N=10^6\) and \(\alpha=0.4\), the slope at 63.2 % failed is 0.40 for \(n=1\), 0.80 for \(n=2\), 1.94 for \(n=5\), 3.45 for \(n=10\), 5.54 for \(n=20\) and 8.12 for \(n=40\). The linear rule would give 0.4, 0.8, 2, 4, 8 and 16. Doubling the thickness from 5 to 10 cells multiplies the slope by 1.78, from 10 to 20 by 1.61, and from 20 to 40 by 1.47. Here \(L=\ln10^6=13.8\), so the departure from linearity becomes large where \(n\) passes \(L\), as the two regimes require.

The theorem concerns straight, isolated columns. In a real solid a conducting path may step sideways from one column to the next, and the importance of such steps can be measured by simulation. Take a lattice of \(1000\times1000\) columns and make each cell defective at random with probability \(\lambda\). It has as many columns as the example but not its shape: the example is a strip of \(50000\times20\) columns, whose long edges remove some sideways steps, so the counts below are somewhat too high for it. Let two defective cells be connected when they share a face, and count the separate connected clusters that touch both electrodes. If such clusters are rare and form independently, their number follows a Poisson distribution with some mean \(M\). The probability of finding none is then \(e^{-M}\), so \(H=M\).

For \(n=10\), sixteen lattices at \(\lambda=0.16\) gave 0.62 spanning clusters per lattice, and four lattices at \(\lambda=0.19\) gave 8.50. The mean logarithmic slope between the two points is

\[
\frac{\Delta\ln H}{\Delta\ln\lambda}=\frac{\ln(8.50/0.62)}{\ln(0.19/0.16)}\approx15\pm2 ,
\]

where the uncertainty is the standard error from the number of clusters counted. Straight columns would give \(n/g(x)\approx10\). For \(n=5\), eight lattices at \(\lambda=0.07\) gave 2.88 clusters each and four at \(\lambda=0.10\) gave 30.75, from which the slope is \(6.6\pm0.6\) instead of 5. The exponent thus rises by about \(9\pm2\) between these two thicknesses, against 5 for straight columns. The Weibull slope is this exponent times \(\alpha g(\lambda)\). Both simulated points for \(n=5\) lie above \(H=1\), so the comparison at \(H=1\) needs an extrapolation to lower \(\lambda\) there. With it, the factor \(g\) falls only from about 0.97 to 0.91. Growth with \(n\) therefore survives when paths may wind, but the clusters counted are too few to show that it is faster than in the column model.

Both exponents lie above the values for straight columns. A likely reason is that a winding path uses more than \(n\) cells. Let \(c_k\) be the number of possible paths with \(k\) cells. The expected number of complete paths is \(P=\sum_k c_k\lambda^k\), with \(k\ge n\), and

\[
\frac{d\ln P}{d\ln\lambda}=\frac{\sum_k k\,c_k\lambda^k}{\sum_k c_k\lambda^k},
\]

which is the mean length of the complete paths and exceeds \(n\) as soon as longer paths contribute. This is an indication and not a proof for the hazard, because one cluster can contain many overlapping paths.

Winding also brings breakdown forward. Interpolation between the two simulated points for \(n=10\) puts \(H=1\) at \(\lambda\approx0.165\), uncertain by several units in the last digit, where straight columns need 0.251. With the same \(\tau\) and \(\alpha\), the life falls from 4500 s to about 1400 s, a value uncertain by roughly 10 % because few clusters were counted. If the mean exponent between the two points is taken for the local one, the Weibull slope becomes \(0.4\times15.2\times g(0.165)\approx5.5\), with a standard error of 0.8, in place of 3.45. The bound \(\beta<n\alpha\) belongs to straight columns and need not hold for winding paths. It follows that a cell size obtained by fitting the column formula to data is an effective length, which absorbs part of the geometry of the paths.

There is also a thickness beyond which columns lose their meaning. In a large lattice, defective cells join into a connected network throughout the volume once \(\lambda\) exceeds a threshold. In cubes of 100 cells on a side, with contact through faces, none of five was spanned at \(\lambda=0.28\), and all five were spanned at \(\lambda=0.34\). The column model with \(N=10^6\) puts the 63.2 % point at \(\lambda=0.40\) for \(n=15\) and at 0.50 for \(n=20\). At such densities the bulk would already conduct. Requiring \(N^{-1/n}<0.28\), the lower of the two values that bracket the threshold and therefore a cautious choice, gives

\[
n<\frac{\ln N}{-\ln0.28}=\frac{13.8}{1.27}\approx11 .
\]

The example lies just inside this limit, but sideways steps matter well before the bulk network forms. In the simulation above, connected paths for \(n=10\) already span the dielectric at \(\lambda\approx0.165\), far below the 0.251 that straight columns need. The slopes quoted above for 20 and 40 cells, and the logarithmic regime as a whole, are properties of the column model and not predictions for a dielectric whose neighbouring cells can connect.

Real structures also differ from one another, which the model excludes. The scatter that the model itself produces can be expressed as a standard deviation of \(\ln t\). For a Weibull law \(\ln t=\ln\eta+(1/\beta)\ln H\), and the value of \(H\) at the moment of failure is an exponentially distributed variable with mean 1. Its moments are \(\langle H^q\rangle=\Gamma(1+q)\), so the variance of \(\ln H\) is the second derivative of \(\ln\Gamma(1+q)\) at \(q=0\), which is \(\pi^2/6\). Hence

\[
\sigma_{\ln t}=\frac{\pi}{\sqrt6\,\beta}\approx0.37
\]

for \(\beta=3.45\), treating the local slope as constant.

Now let the spacing vary from structure to structure with a standard deviation \(\sigma_s=0.5\) nm about 20 nm, and let the time scale depend on the field \(E=V/s\) as \(\tau\propto e^{-\gamma E}\), with \(\gamma=4\) cm/MV. At fixed voltage \(dE/ds=-E/s\), so \(d\ln\tau/ds=+\gamma E/s\), and the scatter caused by the field alone is

\[
\frac{\gamma E\sigma_s}{s}=\frac{4\times5\times0.5}{20}=0.5 .
\]

This is larger than the scatter from percolation. A wider gap also needs a longer path, which lengthens the life further and adds to the effect. The failed fraction of the whole population is the average of \(F(t)\) over a normal distribution of spacings, with both \(\tau\) and \(n=s/a_0\) varying. Evaluated numerically as a sum over a fine grid of spacings, with \(n\) treated as a continuous variable, it has a local slope of 1.5 at 63.2 % failed, less than half the value for identical structures. This figure depends on the treatment of \(n\), because \(\sigma_s\) is only a quarter of a cell: the slope is 1.7 if \(n\) is rounded to the nearest whole number and 1.1 if it is rounded up. The numbers that follow keep \(n\) continuous. The 63.2 % life hardly moves, to 4900 s, but the life at one failure per million falls from 108 s to 42 s. It is now shorter than the 82 s of the straight line drawn with the slope of identical structures, so that line is no longer cautious. A line drawn with the population's own slope of 1.5 would err far on the cautious side and give only about 0.5 s. Nor may the slope of 1.5 be put into the area rule \(d\ln t_F/d\ln N=-1/\beta\), because that rule was derived for identical structures, whereas much of the spread here comes from differences between structures.

The field term \(\gamma E\sigma_s/s\) has a further consequence. At fixed field and fixed \(\sigma_s\) it falls as \(1/s\), so spacing scatter by itself also makes thicker dielectrics show steeper distributions. A slope that grows with thickness is therefore not sufficient evidence for percolation unless the spread of spacings is known.

Two further effects can be sized separately. If each cell holds \(u_0=0.02\) defects on average before the stress begins, then \(u=u_0+(t/\tau)^\alpha\) and \(d\ln u/d\ln t=\alpha(u-u_0)/u\). Failure still occurs at \(u=0.289\), so the slope is reduced by the factor \(0.269/0.289\), to 3.2, and the life to 3800 s. The effect is much larger at small failed fractions. At one failure per million \(u\) is only 0.065, of which 0.02 is present from the start, and the life falls from 108 s to \(10^5\ \mathrm{s}\times(0.045)^{2.5}\approx43\) s, about as far as with the spacing scatter. If the life varies with temperature as \(e^{E_a/kT}\), with \(E_a=0.6\) eV, a scatter of 2 K about 398 K contributes \(E_a\sigma_T/(kT^2)=0.09\) to the standard deviation of \(\ln t\), which is minor beside the 0.37 from percolation and the 0.5 from the field.

These numbers are meant to resemble a dielectric between neighbouring interconnect lines under accelerated stress. A spacing of 20 nm and a field of several MV/cm are in the rough range of such experiments, whereas in service about 1 V across the same gap gives only some 0.5 MV/cm. The life of 1.25 h is thus a stress life and not a service life. The facing length of 100 µm is short compared with the total wiring of a chip, and a larger \(N\) shortens the life. The values of \(a_0\), \(\alpha\), \(\gamma\), \(E_a\) and \(u_0\) are round choices, and the numbers quoted here change with them. Of the changes examined here, spacing scatter alters the slope by the largest factor, lowering it from 3.45 to 1.5, while winding paths have the largest effect on the typical life, which they shorten by a factor of about three. The exponential dependence of \(\tau\) on the field is only one of several laws in use. Roughness along a single line, clustering of defects, the raised field near a partly formed path, drift of metal ions out of the lines and preferred paths along interfaces such as that of a capping layer are also left out, and their effect has not been estimated.
